# Cyclotron Decay of the First Dirac Landau Level, With and Without Spin Flip

**Q.** You want separate decay rates with and without spin flip. But the spin of a Dirac electron in a magnetic field is not conserved. What are your initial states?

**A.** Take charge $-e$ with $e>0$, a uniform field $B$ along $+z$, and $\hbar=c=1$. These relativistic units suit the problem better than atomic units. The Hamiltonian is

$$H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .$$

From $[p_x,A_y]=-i\partial_xA_y$ and its partner, $[\pi_x,\pi_y]=-ieB$. Define

$$w=\sqrt{2eB},\qquad a=\frac{\pi_x-i\pi_y}{w},\qquad [a,a^\dagger]=\frac{2i[\pi_x,\pi_y]}{w^2}=1 .$$

In the standard representation $\boldsymbol\alpha$ couples the upper and lower two-spinors through $\boldsymbol\sigma$, with

$$\boldsymbol\sigma\cdot\boldsymbol\pi=\begin{pmatrix}p_z&wa\\wa^\dagger&-p_z\end{pmatrix},\qquad H^2=m^2+(\boldsymbol\sigma\cdot\boldsymbol\pi)^2 .$$

The off-diagonal terms of the square cancel because $p_z$ commutes with $a$. Its diagonal is $p_z^2+w^2aa^\dagger$ for spin up and $p_z^2+w^2a^\dagger a$ for spin down. Hence $E_n^2=m^2+p_z^2+2neB$, where the oscillator number is $n-1$ for spin up and $n$ for spin down. The level $n=0$ has spin down alone; $n=1$ has both spins.

At $p_z=0$ the operator $\beta\Sigma_z$ commutes with $H$: it commutes with $\beta$, while $\alpha_x$ and $\alpha_y$ anticommute with both of its factors. Its eigenvalue is therefore a good label, and it equals the spin of the large components. That is what "spin" will mean here.

**Q.** Then write the spinors, including the small components.

**A.** The lower row of $H\psi=E\psi$ gives lower spinor $=(\boldsymbol\sigma\cdot\boldsymbol\pi)/(E+m)$ times upper spinor. For $n=1$, $p_z=0$, with $|0\rangle,|1\rangle$ the oscillator states,

$$D=N_1(0,|1\rangle,\eta|0\rangle,0),\qquad U=N_1(|0\rangle,0,0,\eta|1\rangle),$$

$$\eta=\frac{w}{E_1+m},\qquad N_1^2=\frac1{1+\eta^2}=\frac{E_1+m}{2E_1}.$$

The last equality uses $w^2=E_1^2-m^2$. $D$ has large component down and decays without flip; $U$ has it up and must flip.

**Q.** The photon carries momentum along the field. Does the final electron stay at $p_z=0$?

**A.** No. Let the photon have energy $\omega$ and angle $\theta$ to the field, and write $u=\cos\theta$, $s=\sin\theta$. The electron recoils with $q=-\omega u$ and energy $E_f=\sqrt{m^2+q^2}$. Since $\sigma_z=-1$ in the ground level,

$$G=N_0(0,|0\rangle,0,-\zeta|0\rangle),\qquad \zeta=\frac{q}{E_f+m},\qquad N_0^2=\frac1{1+\zeta^2}.$$

Squaring $E_1-\omega=E_f$ gives $s^2\omega^2-2E_1\omega+2eB=0$. The larger root exceeds $E_1$ and would make $E_f$ negative. The smaller root, after rationalizing, is

$$\omega=\frac{2eB}{E_1+\sqrt{E_1^2u^2+m^2s^2}} .$$

**Q.** And the transverse momentum? The electron has no conserved $\mathbf p_\perp$ to absorb it.

**A.** The position of the orbit's centre changes. Choose the photon in the $xz$ plane, which rotation symmetry allows, and split

$$x=X+\frac{\pi_y}{eB},\qquad [X,\pi_x]=i-\frac{[\pi_y,\pi_x]}{eB}=i-i=0,\qquad [X,\pi_y]=0 .$$

So $X$ acts on the guiding centre alone. The emission factor becomes $e^{-ik_xx}=e^{-ik_xX}\,T$. The first factor is unitary in the guiding-centre space, so summing probabilities over all final centres gives one. From $\pi_y=w(a^\dagger-a)/(2i)$ and $w^2=2eB$,

$$T=e^{-\kappa(a^\dagger-a)}=e^{-\kappa^2/2}e^{-\kappa a^\dagger}e^{\kappa a},\qquad \kappa=\frac{\omega s}{w}.$$

Because $e^{\kappa a}|1\rangle=|1\rangle+\kappa|0\rangle$ and $\langle0|e^{-\kappa a^\dagger}=\langle0|$,

$$\langle0|T|0\rangle=e^{-\kappa^2/2},\qquad \langle0|T|1\rangle=\kappa e^{-\kappa^2/2}.$$

**Q.** Now the amplitudes. I want to see the signs.

**A.** The radiation field enters through $\boldsymbol\pi$, so the coupling is $+e\,\boldsymbol\alpha\cdot\mathbf A_{\rm rad}$. For a real polarization $\boldsymbol\epsilon$ we need $M=\langle G|\boldsymbol\alpha\cdot\boldsymbol\epsilon\,T|i\rangle$. The matrix $\boldsymbol\alpha$ joins the upper part of $G$ to the lower part of $i$, and the reverse. The spin elements are

$$\langle\downarrow|\boldsymbol\sigma\cdot\boldsymbol\epsilon|\uparrow\rangle=\epsilon_x+i\epsilon_y,\qquad \langle\downarrow|\boldsymbol\sigma\cdot\boldsymbol\epsilon|\downarrow\rangle=-\epsilon_z .$$

For $D$, the second term has the product $(-\zeta)(-\epsilon_z)$. For $U$, each term keeps one minus sign:

$$M_D=N_0N_1e^{-\kappa^2/2}\left[\eta(\epsilon_x+i\epsilon_y)+\zeta\kappa\epsilon_z\right],$$

$$M_U=-N_0N_1e^{-\kappa^2/2}\left[\eta\kappa\epsilon_z+\zeta(\epsilon_x+i\epsilon_y)\right].$$

Use $\boldsymbol\epsilon_\perp=(0,1,0)$ and $\boldsymbol\epsilon_\parallel=(u,0,-s)$, and let $F=N_0^2N_1^2e^{-\kappa^2}$. Then

$$|M_D|^2_\perp=F\eta^2,\qquad |M_D|^2_\parallel=F(\eta u-\zeta\kappa s)^2,$$

$$|M_U|^2_\perp=F\zeta^2,\qquad |M_U|^2_\parallel=F(\zeta u-\eta\kappa s)^2 .$$

**Q.** How do you normalize the rate? An error of $4\pi$ in the charge would pass unnoticed so far.

**A.** I use Gaussian charge, $e^2=\alpha$, for which one photon in volume $V$ has vector-potential amplitude $\sqrt{2\pi/(\omega V)}$. The golden rule gives

$$d\Gamma=2\pi\,\frac{2\pi\alpha}{\omega V}\sum_{\boldsymbol\epsilon}|M|^2\,\delta(E_1-\omega-E_f)\,\frac{V\omega^2d\omega\,d\Omega}{(2\pi)^3}.$$

The recoil energy depends on $\omega$, so the delta function contributes

$$J=\left(1+\frac{\omega u^2}{E_f}\right)^{-1},\qquad \frac{d\Gamma}{d\Omega}=\frac{\alpha\omega}{2\pi}J\sum_{\boldsymbol\epsilon}|M|^2 .$$

Integrating over azimuth leaves

$$\Gamma=\alpha\int_{-1}^{1}du\;\omega J\sum_{\boldsymbol\epsilon}|M|^2 .$$

At tree level this holds for any field strength.

**Q.** Then take the weak field, without flip first.

**A.** Let $b=B/B_c=eB/m^2$, where $B_c=m^2c^2/(e\hbar)$ in SI units. As $b\to0$, $\omega\to bm$, $\eta^2\to b/2$, and $F,J\to1$. The $\zeta\kappa$ term is smaller than $\eta$ by a factor of order $b$. Thus

$$\sum|M_D|^2\to\frac b2(1+u^2),\qquad \int_{-1}^1(1+u^2)\,du=\frac83,$$

$$\Gamma_D\to\alpha\,(bm)\,\frac b2\,\frac83=\frac43\,\alpha m b^2 .$$

The classical radiation law gives the same result. The excitation energy $\omega$ is that of an orbit with $v^2=2\omega/m$ and acceleration $\omega v$. Larmor's power is $\tfrac23\alpha\omega^2v^2=\tfrac43\alpha\omega^3/m$. Dividing by $\omega$ gives the photon rate $\tfrac43\alpha\omega^2/m$, which is $\tfrac43\alpha mb^2$.

**Q.** For the flip, surely you may drop the recoil $\zeta$, since the electron is so heavy compared with the photon?

**A.** Here one may not. The two terms are of the same order:

$$\zeta\to-\frac{\omega u}{2m},\qquad \eta\kappa=\frac{\omega s}{E_1+m}\to\frac{\omega s}{2m}.$$

Their combination for parallel polarization is $\zeta u-\eta\kappa s\to-(\omega/2m)(u^2+s^2)=-\omega/2m$. With the perpendicular part $\zeta^2$,

$$\sum|M_U|^2\to\frac{\omega^2}{4m^2}(1+u^2)=\frac{b^2}{4}(1+u^2),$$

$$\Gamma_U\to\alpha\,(bm)\,\frac{b^2}{4}\,\frac83=\frac23\,\alpha m b^3 .$$

Setting $\zeta=0$ would leave $\tfrac14b^2s^4$, whose integral contains $16/15$ in place of $8/3$. The result would be only $2/5$ of the correct rate.

**Q.** What does this amplitude represent physically?

**A.** It is magnetic-dipole emission by a moment with $g=2$. The Pauli coupling $(e/2m)\boldsymbol\sigma\cdot\mathbf B_{\rm rad}$ has, up to a phase, the amplitude $\langle\downarrow|\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\epsilon)|\uparrow\rangle/2m$. The cross products are

$$\mathbf k\times\boldsymbol\epsilon_\perp=\omega(-u,0,s),\qquad \mathbf k\times\boldsymbol\epsilon_\parallel=\omega(0,1,0).$$

The squared amplitudes are $\omega^2u^2/4m^2$ and $\omega^2/4m^2$, as found from the Dirac spinors. Relative to the orbital case, the polarizations have exchanged their patterns. The perpendicular photon fraction at low field is $2/(8/3)=3/4$ without flip and $(2/3)/(8/3)=1/4$ with flip. The ratio of rates is $\Gamma_U/\Gamma_D\to b/2$.

**Q.** "Low field" is vague. How soon do these laws fail?

**A.** The next order answers that. Set $m=1$ and keep one further power of $b$:

$$E_1=1+b,\qquad \omega=b\left[1-\tfrac b2(1+u^2)\right],\qquad J=1-bu^2,$$

$$N_1^2=1-\tfrac b2,\qquad N_0^2=1,\qquad e^{-\kappa^2}=1-\tfrac b2s^2 .$$

The first corrections add. Since $s^2=1-u^2$, their product is

$$\omega JF=b\left[1-b\left(\tfrac32+u^2\right)\right].$$

Without flip, $\eta^2=2b/(2+b)^2=\tfrac b2(1-b)$. Also $-\zeta\kappa s=b^2us^2/(2\sqrt{2b})$, which is $\tfrac12bs^2$ times $\eta u$. Hence the polarization factor is $\tfrac b2(1-b)(1+u^2+bu^2s^2)$, and the integrand becomes

$$\frac{b^2}{2}\left\{1+u^2-b\left[\left(\tfrac52+u^2\right)(1+u^2)-u^2(1-u^2)\right]\right\}.$$

The square bracket equals $\tfrac52+\tfrac52u^2+2u^4$ and integrates to $5+\tfrac53+\tfrac45=\tfrac{112}{15}$. Dividing by $8/3$ gives $14/5$.

With flip, $\eta\kappa=\tfrac12\omega s(1-\tfrac b2)$ and $\zeta=-\tfrac12\omega u$. The polarization factor is $\tfrac14\omega^2(1+u^2-bs^2)$, with $\omega^2=b^2[1-b(1+u^2)]$. The integrand is therefore

$$\frac{b^3}{4}\left\{1+u^2-b\left[\left(\tfrac52+2u^2\right)(1+u^2)+1-u^2\right]\right\}.$$

Now the square bracket is $\tfrac72+\tfrac72u^2+2u^4$, with integral $7+\tfrac73+\tfrac45=\tfrac{152}{15}$. Dividing by $8/3$ gives $19/5$. Restoring $m$,

$$\Gamma_D=\tfrac43\alpha mb^2\left[1-\tfrac{14}{5}b+O(b^2)\right],\qquad
\Gamma_U=\tfrac23\alpha mb^3\left[1-\tfrac{19}{5}b+O(b^2)\right].$$

**Q.** The two initial states are degenerate. Might a superposition decay differently through interference?

**A.** Interference exists in individual directions but vanishes after angular integration. For perpendicular polarization, $M_D^*M_U$ is proportional to $\eta\zeta$, which is odd in $u$. For parallel polarization it is proportional to $(\eta u-\zeta\kappa s)(\eta\kappa s-\zeta u)$: the first factor is odd and the second even. The weights $\omega$, $J$ and $F$ are even, so the integral is zero. A superposition starts to decay at the probability-weighted mean of the two rates. Its later decay is not a single exponential, because the $D$ part disappears faster.

**Q.** Put in numbers for a field strong enough to test the corrections.

**A.** Take $B=1.0\times10^8$ T. With $B_c=4.414\times10^9$ T, $b=0.0226552$. The electron rest energy is 510.999 keV, so the level spacing is

$$\left(\sqrt{1+2b}-1\right)(510.999\ \text{keV})=11.449\ \text{keV}.$$

The nonrelativistic value $bm$ is 11.577 keV. At $90^\circ$ the photon takes the full spacing. At $60^\circ$ it has 11.417 keV, and along the field 11.323 keV; recoil takes the remainder.

At $60^\circ$, $\eta=0.10525$, $\kappa=0.09090$ and $\zeta=-0.005585$. Then

$$F=\frac{e^{-\kappa^2}}{(1+\eta^2)(1+\zeta^2)}\simeq0.981 .$$

Without flip, the perpendicular square is $0.981\,(0.10525)^2\simeq0.01087$. With flip, the parallel bracket is

$$\zeta u-\eta\kappa s\simeq-0.00279-0.00829=-0.01108,$$

and its square times $F$ is $1.20\times10^{-4}$. The recoil term supplies a quarter of this bracket, as $u^2=1/4$ requires at leading order.

The rate unit $\alpha mc^2/\hbar$ is $5.665\times10^{18}\ \text{s}^{-1}$. The leading laws give

$$\Gamma_D\simeq\tfrac43(5.665\times10^{18})(0.022655)^2=3.877\times10^{15}\ \text{s}^{-1},$$

$$\Gamma_U\simeq\tfrac23(5.665\times10^{18})(0.022655)^3=4.392\times10^{13}\ \text{s}^{-1}.$$

The first corrections multiply these by $1-2.8b=0.937$ and $1-3.8b=0.914$, giving $3.631\times10^{15}$ and $4.014\times10^{13}\ \text{s}^{-1}$. Adaptive quadrature of the full angular integral gives $3.643\times10^{15}$ and $4.036\times10^{13}\ \text{s}^{-1}$. In atomic units the full rates are 0.0881 and $9.76\times10^{-4}$. The lifetimes are $2.74\times10^{-16}$ s without flip and $2.48\times10^{-14}$ s with flip.

**Q.** And at larger fields?

**A.** The same quadrature gives these ratios of the full tree-level rate to its leading law:

| $b$ | No flip | Flip |
|---|---:|---:|
| 0.001 | 0.997 | 0.996 |
| 0.01 | 0.973 | 0.963 |
| 0.1 | 0.774 | 0.705 |
| 1 | 0.206 | 0.110 |

At $b=0.1$ the first corrections would give 0.72 and 0.62, so further terms already matter. At $b=1$ they would make the rates negative; the expansion is then useless, while the full integral remains positive.

**Q.** Could I use the result for an electron in a laboratory magnet?

**A.** As a free-space scale, yes. At 5 T, $b=1.133\times10^{-9}$, and the leading lifetimes are 0.103 s without flip and $1.82\times10^8$ s, nearly six years, with flip. The extra factor $b/2$ accounts for the contrast.

The surroundings must match the assumptions. The photon energy is $b$ times 511 keV, about $5.8\times10^{-4}$ eV, far below the room-temperature thermal energy of roughly 0.025 eV. Thermal photons would then stimulate emission and also drive absorption. Nearby conducting walls would change the photon modes over which the golden rule sums.

The electron's anomalous moment is also absent. In the weak-field Pauli description it separates $U$ from $D$ by $(g/2-1)\omega$, so their degeneracy belongs to the $g=2$ model. The rates here omit this and all other radiative corrections; their digits describe the tree-level model, not the accuracy of a measurement forecast.

Numbers in the example were calculated in double precision.
